# Crossover temperature and tunnelling plateau for hydrogen hopping on Cu(001)

**Question**

I am modelling a hydrogen atom that hops between neighbouring hollow sites of Cu(001). I use one coordinate, a barrier of roughly 0.20 eV and a hop length of roughly 0.26 nm. The hop rate is supposed to stop falling and level off somewhere near 60 K.

I was told to compute \(T_c=\hbar\omega/(2\pi k_B)\) and then a "deep-tunnelling rate" below it. Three things block me. Which frequency is \(\omega\), that of the well or that of the barrier? Why should this combination be a temperature at which anything happens? And how do I get a rate at all, when a periodic potential gives me Bloch bands? Does the calculation really give 60 K?

**Answer**

The frequency is that of the inverted parabola at the barrier top. But \(T_c\) and the temperature where the rate levels off are two different quantities, so I compute both. The lattice is held rigid, the path is straight, the mass is that of the bare atom, and zero-point changes in the other two directions are left out. Rates \(\Gamma\) are per neighbouring site.

**The barrier and its two frequencies**

A plain cosine ties the top curvature to the well curvature. To separate them, take

\[
V(x)=V_0\left[\sin^2u+r\sin^2 2u\right],\qquad u=\frac{\pi x}{a},\qquad 0\le r<\tfrac14 .
\]

With \(s=\sin^2u\) we have \(\sin^22u=4s(1-s)\), so

\[
V/V_0=(1+4r)s-4rs^2 .
\]

The derivative with respect to \(s\) is \(1+4r-8rs\ge 1-4r>0\). The potential therefore rises steadily from the well (\(s=0\)) to the top (\(s=1\)), where \(V=V_0\) for any allowed \(r\).

Near the well \(s\approx(\pi x/a)^2\). Near the top put \(s=1-c\), with \(c\approx(\pi y/a)^2\) and \(y=x-a/2\); then

\[
V/V_0=1-(1-4r)c-4rc^2 .
\]

Matching the quadratic terms to \(\tfrac12m\omega_0^2x^2\) and \(-\tfrac12m\omega_b^2y^2\) gives \(\omega^2=2\pi^2V_0(1\pm4r)/(ma^2)\), or

\[
\hbar\omega_{0,b}=\frac{2\pi}{a}\sqrt{\frac{\hbar^2}{2m}V_0(1\pm4r)},
\]

with plus for the well and minus for the top. For hydrogen \(\hbar^2/2m=2.074\times10^{-5}\) eV nm². The cosine, \(r=0\), has

\[
\hbar\omega_b=\frac{2\pi}{0.26}\sqrt{2.074\times10^{-5}\times0.20}\ \text{eV}=49.2\ \text{meV},
\]

\[
T_c=\frac{0.0492\ \text{eV}}{2\pi\times8.617\times10^{-5}\ \text{eV/K}}\approx 91\ \text{K}.
\]

A flatter top with \(r=0.14\) multiplies \(\hbar\omega_b\) by \(\sqrt{0.44}\), which gives 32.7 meV and \(T_c\approx60\) K. I chose this \(r\) to put \(T_c\) there, so that agreement is a fit and not a prediction.

**Why \(T_c\) is special**

We need the transmission \(P\) of an inverted parabola. In units \(\hbar=m=\omega_b=1\), with energy \(\varepsilon\) measured from the top, \(H=\tfrac12(p^2-y^2)\). Define

\[
X=\frac{p+y}{\sqrt2},\quad Y=\frac{p-y}{\sqrt2},\quad [X,Y]=i,\quad H=\tfrac12(XY+YX).
\]

Classically \(\dot X=X\) and \(\dot Y=-Y\). At late times the sign of \(X\) tells on which side the particle leaves. At early times \(Y>0\) means that it came from the left.

In the \(Y\) representation \(X=i\,d/dY\), and \(H\phi=\varepsilon\phi\) reads \(i(Y\phi'+\tfrac12\phi)=\varepsilon\phi\). A wave incident from the left is thus \(\phi=Y^{-1/2-i\varepsilon}\) for \(Y>0\) and zero otherwise. Its Fourier transform is

\[
\int_0^\infty Y^{-1/2-i\varepsilon}e^{iXY}dY=\Gamma_{\!E}(\tfrac12-i\varepsilon)\,(-iX)^{-1/2+i\varepsilon},
\]

where \(\Gamma_{\!E}\) is Euler's gamma function. Since \(-iX=|X|e^{\mp i\pi/2}\) for \(X\gtrless0\), the modulus contains \(e^{\pm\pi\varepsilon/2}\). Transmitted and reflected intensities are in the ratio \(e^{\pi\varepsilon}:e^{-\pi\varepsilon}\), so

\[
P=\frac{1}{1+e^{-2\pi(E-V_0)/\hbar\omega_b}} .
\]

Now average over a thermal flux. Relative to the classical result, where \(P\) is a step at \(V_0\), the rate is multiplied by

\[
f=\frac{1}{k_BT}\int_{-\infty}^{\infty}\frac{e^{-\eta/k_BT}}{1+e^{-2\pi\eta/\hbar\omega_b}}\,d\eta,\qquad \eta=E-V_0 .
\]

Set \(z=e^{-2\pi\eta/\hbar\omega_b}\) and \(b=\hbar\omega_b/(2\pi k_BT)=T_c/T\). Then \(e^{-\eta/k_BT}=z^b\) and \(d\eta/k_BT=-b\,dz/z\), so

\[
f=b\int_0^\infty\frac{z^{b-1}}{1+z}dz=\frac{\pi b}{\sin\pi b},\qquad 0<b<1 .
\]

At \(T=1.5\,T_c\) this is 2.42, which direct quadrature confirms. At large \(z\), deep below the top, the integrand behaves as \(z^{b-2}\), and the integral diverges once \(b\ge1\).

This is the meaning of \(T_c\). Going down in energy by \(\delta\) costs a factor \(e^{-2\pi\delta/\hbar\omega_b}\) in transmission and gains \(e^{\delta/k_BT}\) in population. Below \(T_c\) the gain wins. A parabola has no floor, so the rate diverges; the real barrier ends at a well with a lowest level, and the rate stays finite. What happens then depends on the shape of the barrier below the parabolic region, which \(\omega_b\) alone does not fix.

**Transmission deep below the top**

For a general smooth barrier define

\[
\theta(E)=\frac1\hbar\int_{x_1}^{x_2}\sqrt{2m\,(V-E)}\,dx ,
\]

between the turning points. The amplitude under the barrier decays roughly as \(e^{-\int\kappa dx}\), with \(\hbar\kappa=\sqrt{2m(V-E)}\), so deep tunnelling has \(P\approx e^{-2\theta}\). For a parabola with \(D=V_0-E\), the integrand is a half ellipse of height \(\sqrt{2mD}\) and half-width \(\sqrt{2D/m}/\omega_b\). Its area is \(\pi D/\omega_b\), so \(2\theta=2\pi D/\hbar\omega_b\). Both cases are covered by

\[
P(E)=\frac{1}{1+e^{2\theta(E)}} .
\]

This is a semiclassical interpolation. In a test against the Schrödinger equation for a \(1/\cosh^2\) barrier, at 0.8 and 0.9 of its height, it held within 12 %.

**From a band to a hop rate**

You are right that a rigid periodic barrier gives a band. With matrix element \(-J\) between neighbouring wells, \(E(q)=E_0-2J\cos qa\), and the width is \(4J\).

To find \(J\), take two wells with the localized state \(\phi\) of energy \(E_0\) on the left. The even combination \(\psi_+\) has energy \(E_0-J\). Multiply the Schrödinger equation of \(\psi_+\) by \(\phi\), that of \(\phi\) by \(\psi_+\), subtract, and integrate up to the midpoint:

\[
-\frac{\hbar^2}{2m}\left[\phi\psi_+'-\psi_+\phi'\right]_{\rm mid}=-J\int^{\rm mid}\phi\psi_+\,dx\approx-\frac{J}{\sqrt2}.
\]

At the midpoint \(\psi_+'=0\), \(\psi_+=\sqrt2\,\phi\) and \(\phi'=-\kappa\phi\), hence \(J=(\hbar^2\kappa/m)\,\phi^2_{\rm mid}\).

The semiclassical state inside the well is \(\phi=(A/\sqrt v)\cos(\dots)\), where \(v\) is the local speed. The squared cosine averages to one half, and one crossing takes half a period, \(1/(2\nu)\). Normalization therefore gives \(A^2/(4\nu)=1\). The WKB connection formula turns this wave into a tail with amplitude \(A/2\):

\[
\phi^2_{\rm mid}=\frac{A^2}{4}\,\frac{m}{\hbar\kappa}\,e^{-\theta}=\frac{m\nu}{\hbar\kappa}e^{-\theta}
\quad\Rightarrow\quad J=\hbar\nu\,e^{-\theta}.
\]

The exponent is \(\theta\) because the midpoint is half-way through the barrier and \(\phi\) is squared. For excited levels the same argument gives \(|J_n|=\hbar\nu_ne^{-\theta_n}\), with their own \(\nu_n\) and \(\theta_n\), so \(|J_n|\) grows rapidly with \(n\).

For a hop rate, something must destroy the phase between the sites. Let the coherence \(\rho_{12}\) decay at a rate \(\gamma\):

\[
\dot\rho_{11}=\frac{iJ}{\hbar}(\rho_{21}-\rho_{12}),\qquad
\dot\rho_{12}=\frac{iJ}{\hbar}(\rho_{22}-\rho_{11})-\gamma\rho_{12}.
\]

If \(\gamma\gg J/\hbar\), the coherence follows the populations, \(\rho_{12}\approx(iJ/\hbar\gamma)(\rho_{22}-\rho_{11})\), and \(\rho_{21}\) is its complex conjugate. Insertion gives

\[
\dot\rho_{11}=\frac{2J^2}{\hbar^2\gamma}(\rho_{22}-\rho_{11}),\qquad \Gamma=\frac{2J^2}{\hbar^2\gamma}=\frac{2\nu^2}{\gamma}e^{-2\theta}.
\]

I now assume that phase is lost at each collision with a wall. There are two per period, so \(\gamma=2\nu\), and

\[
\Gamma(0)=\nu_0e^{-2\theta(E_0)}\approx\nu_0P(E_0).
\]

This is the familiar attempt frequency times transmission. Phase loss at each wall collision is one assumption that leads to it, not the only one: escape into an open region from which nothing returns gives roughly the same product. Dephasing ten times weaker would make the plateau ten times higher, as long as \(\gamma\gg J/\hbar\). The assumption is also a strong one: for the flat-top barrier \(\hbar\gamma\approx19\) meV, which is not tiny beside the first level spacing of 55 meV.

**Numbers for the plateau**

The levels come from diagonalizing the Hamiltonian in plane waves. With \(G=2\pi/a\),

\[
V=V_0\left[\tfrac{1+r}{2}-\tfrac12\cos Gx-\tfrac r2\cos2Gx\right],
\]

so waves differing by \(G\) and \(2G\) are coupled by \(-V_0/4\) and \(-rV_0/4\). I take \(E_n\) as the mean of the band energies at \(q=0\) and \(q=\pi/a\), and get \(\theta_n\) and \(\nu_n\) by quadrature.

- Cosine: \(E_0=23.8\) meV, \(\nu_0=1.153\times10^{13}\) Hz, \(2\theta_0=26.7\), \(P=2.42\times10^{-12}\). The product is \(\Gamma(0)\approx28\) s⁻¹.
- Flat top: \(E_0=29.1\) meV, \(\nu_0=1.411\times10^{13}\) Hz, \(2\theta_0=29.0\), \(P=2.61\times10^{-13}\). The product is \(\Gamma(0)\approx3.7\) s⁻¹.

The same diagonalization tests \(J\). For the three lowest levels of both shapes, the true bandwidth exceeds the semiclassical one by 1 to 11 %, most for the ground level. With the true ground bandwidths the plateaus become 34 and 4.5 s⁻¹.

Do not read these as predictions of the measured rate. At fixed energy \(\theta\propto a\), so a 10 % longer hop adds about 2.9 to \(2\theta_0\) for the flat top and lowers the rate some eighteenfold, even before \(E_0\) readjusts.

**Where the rate levels off**

At finite temperature each level below the top is a channel, with rate \(\nu_nP(E_n)\). The condition \(\gamma\gg J/\hbar\) holds well for the low levels, but with \(\gamma=2\nu_n\) it fails for the uppermost flat-top level, where \(\hbar\gamma/|J_n|\) is only about 2; there \(\nu_nP(E_n)\) is just an attempt-frequency estimate. Above the top, use the classical flux

\[
\int_0^\infty\frac{dp}{h}\,\frac pm\,e^{-(V_0+p^2/2m)/k_BT}=\frac{k_BT}{h}e^{-V_0/k_BT}.
\]

Divide by the partition function of the well and measure energies from \(E_0\):

\[
\Gamma(T)=\frac1Z\left[\sum_n\nu_nP(E_n)e^{-(E_n-E_0)/k_BT}+\frac{k_BT}{h}e^{-(V_0-E_0)/k_BT}\right],
\]

with \(Z=\sum_ne^{-(E_n-E_0)/k_BT}\). Define the levelling-off temperature \(T_L\) by \(\Gamma(T_L)=2\Gamma(0)\): thermally excited hops then match those from the ground level. The factor two is a convention for locating a smooth bend; a factor of ten would put \(T_L\) at 76 K for the cosine and 74 K for the flat top. The result is

- cosine: \(T_c\approx91\) K, \(T_L\approx63\) K;
- flat top: \(T_c\approx60\) K, \(T_L\approx64\) K.

So this model does level off near 60 K, and the plain cosine does so without any adjustment of its shape. The agreement concerns the temperature only and does not show that the model explains the bend on Cu(001). Between 65 and 80 K its mean apparent activation energy is only about 63 meV (cosine) or 92 meV (flat top). If your 0.20 eV is an Arrhenius slope measured just above the bend, the model does not reproduce it: a line \(10^{13}\,\text{s}^{-1}\,e^{-0.20\,\text{eV}/k_BT}\) gives about \(2\times10^{-4}\) s⁻¹ at 60 K, four to five orders of magnitude below the model rates of 5 and 44 s⁻¹. Now compare the two temperatures for the cosine. Its \(T_c\), however, lies 28 K above the \(T_L\) defined here and is a poor estimate of the bend.

The channels show why. For the flat top at 64.4 K, \(k_BT=5.55\) meV. The first excited level lies 54.8 meV up and contributes

\[
1.243\times10^{13}\times3.576\times10^{-9}\times e^{-54.8/5.55}\approx2.3\ \text{s}^{-1}.
\]

The same arithmetic gives 0.85, 0.37 and 0.10 s⁻¹ for the next three levels and 0.06 s⁻¹ for the flux over the top. The sum is 3.7 s⁻¹, equal to the plateau. About 60 % of the excited hops thus start from the first excited level, still more than 0.11 eV below the top.

That channel alone would equal the ground channel at

\[
T_1=\frac{E_1-E_0}{k_B\ln\left(\nu_1P_1/\nu_0P_0\right)} .
\]

For the flat top the logarithm is 9.40 and \(T_1\approx68\) K. For the cosine, with a spacing of 46.0 meV and a logarithm of 8.17, \(T_1\approx65\) K. The other channels add to the excited rate, so \(T_L\) lies somewhat lower. The flat-top barrier has a larger spacing but also a larger gain in transmission, and the two changes nearly cancel in \(T_1\).

The link with \(T_c\) is the slope of \(2\theta\). If \(2\theta\) fell by \(2\pi/\hbar\omega_b\) per unit energy all the way down, as for a parabola, then \(T_1\) would equal \(T_c\) apart from the ratio \(\nu_1/\nu_0\). Between its two lowest levels the flat top has a slope of \(9.53/54.8=0.174\) per meV, against \(2\pi/32.65=0.192\) at the top. These are close for the chosen \(r\), so \(T_c\) happens to fall near the bend. This is no general rule: as \(r\to\tfrac14\), \(\omega_b\) and \(T_c\) go to zero, while the bend does not. For the cosine the values are \(8.25/46.0=0.179\) and \(2\pi/49.22=0.128\), and \(T_c\) is a poor guide. It follows that a plateau seen near 60 K does not determine \(\omega_b\).

**How the bend looks in an Arrhenius plot**

The local slope is the apparent activation energy \(E_a=k_BT^2\,d\ln\Gamma/dT\). For the flat top:

- 45 K: \(\Gamma=3.7\) s⁻¹, \(E_a=0.5\) meV
- 60 K: \(5.1\) s⁻¹, 19 meV
- 75 K: \(50\) s⁻¹, 114 meV
- 90 K: \(1.8\times10^3\) s⁻¹, 155 meV
- 120 K: \(3.6\times10^5\) s⁻¹, 170 meV

Differentiating a level term brings down \(E_n-E_0\), and the flux term brings down \(V_0-E_0+k_BT\). Apart from a small correction from \(Z\), \(E_a\) is therefore the mean excitation energy of the atoms that hop. It climbs from nearly zero to most of the barrier within about 30 K, which is why the bend looks sharp.

The high-temperature side offers a check on the model. At 120 K the classical flux term for the flat top is \(1.7\times10^5\) s⁻¹. The parabolic factor, with \(b\approx0.50\), is 1.58 and gives \(2.6\times10^5\) s⁻¹. The channel sum is about a third higher than that. Part of the excess is built in: the channel sum sets \(P=1\) above the top, whereas the parabolic \(P\) is only \(\tfrac12\) at the top. For \(b=\tfrac12\), putting \(z=w^2\), the part of \(f\) from above the top (\(z<1\)) is \(\int_0^1dw/(1+w^2)=\pi/4\), half of the total. The parabola thus gives \(1.3\times10^5\) s⁻¹ from above the top, against \(1.7\times10^5\) s⁻¹ in the channel sum, and \(1.3\times10^5\) s⁻¹ from below, against \(1.9\times10^5\) s⁻¹ from the levels. Of the latter, \(1.4\times10^5\) s⁻¹ comes from the uppermost level at 198 meV, within 2 meV of the top. The band of that level is \(4J\approx9\) meV wide and reaches above the top, so the level and the flux term partly count the same states, and the channel sum is too high here. At \(T_L\) that level supplies about 3 % of the excited rate and the flux about 2 %, so the bend is hardly affected.

**Changing the mass**

Deuterium on the same flat-top barrier is a useful second case. Since \(\omega_b\propto m^{-1/2}\), \(T_c\) drops from 60 to 43 K, and \(T_L\) drops from 64 to 44 K. The plateau falls far more, to \(1.8\times10^{-6}\) s⁻¹, a factor of \(2\times10^6\). At fixed energy \(2\theta\propto\sqrt m\), which adds \(0.414\times29.0=12.0\) to the exponent and accounts for a factor of \(1.6\times10^5\). The remaining factor of about 13 comes from the lower zero-point level, which leaves more barrier to cross, and from the lower attempt frequency.

For your own barrier, then, get \(\omega_b\) from the top curvature, but find the bend from the levels and their actions. The absolute plateau also needs a real theory of the dephasing, and of the lattice motion and sideways modes omitted here. These effects shift the bend too, unless they change the rates of all levels and the flux over the top by the same factor. Raising only the ground-level rate tenfold moves \(T_L\) to about 77 K (cosine) and 74 K (flat top), lowering it tenfold moves \(T_L\) to about 51 and 54 K, and a 10 % longer hop moves the flat-top value from 64 to 58 K. The numerical output below lists the hydrogen levels, the plateaus and the hydrogen rates at selected temperatures; it writes \(k\) for \(\Gamma\).

## Numbers as computed

```
Barrier height V0 = 0.20 eV; site spacing a = 0.26 nm
H mass = 1.67353e-27 kg; D mass = 3.34449e-27 kg
hbar^2/(2m) for H = 2.07385e-05 eV nm^2
[cosine H] shape r = 0.00
  hbar*omega well = 49.22 meV, top = 49.22 meV
  T_c = 90.9 K; T_L = 63.1 K
  plateau rate k(0) = 2.794e+01 1/s per neighbour
[flat-top H] shape r = 0.14
  hbar*omega well = 61.47 meV, top = 32.65 meV
  T_c = 60.3 K; T_L = 64.4 K
  plateau rate k(0) = 3.679e+00 1/s per neighbour
[flat-top D] shape r = 0.14
  hbar*omega well = 43.48 meV, top = 23.09 meV
  T_c = 42.7 K; T_L = 44.0 K
  plateau rate k(0) = 1.764e-06 1/s per neighbour
cosine H n=0: E=23.83 meV, nu=1.153e+13 Hz, 2theta=26.746, P=2.423e-12
cosine H n=1: E=69.79 meV, nu=1.072e+13 Hz, 2theta=18.501, P=9.224e-09
cosine H n=2: E=112.12 meV, nu=9.792e+12 Hz, 2theta=11.969, P=6.335e-06
cosine H n=3: E=150.10 meV, nu=8.665e+12 Hz, 2theta=6.591, P=1.371e-03
cosine H n=4: E=182.52 meV, nu=7.076e+12 Hz, 2theta=2.257, P=9.476e-02
flat-top H n=0: E=29.13 meV, nu=1.411e+13 Hz, 2theta=28.975, P=2.608e-13
flat-top H n=1: E=83.93 meV, nu=1.243e+13 Hz, 2theta=19.449, P=3.576e-09
flat-top H n=2: E=131.29 meV, nu=1.052e+13 Hz, 2theta=11.738, P=7.981e-06
flat-top H n=3: E=169.86 meV, nu=8.208e+12 Hz, 2theta=5.376, P=4.607e-03
flat-top H n=4: E=198.32 meV, nu=4.221e+12 Hz, 2theta=0.321, P=4.205e-01
cosine H: ground bandwidth 4J = 5.216e-08 eV
  exact/semiclassical J, n=0,1,2: [1.104 1.047 1.031]
  plateau from exact bandwidth = 3.403e+01 1/s
flat-top H: ground bandwidth 4J = 2.104e-08 eV
  exact/semiclassical J, n=0,1,2: [1.109 1.041 1.013]
  plateau from exact bandwidth = 4.525e+00 1/s
T=30 K: cosine k=2.795e+01 1/s, Ea=0.00 meV; flat k=3.679e+00 1/s, Ea=0.00 meV
T=45 K: cosine k=2.865e+01 1/s, Ea=1.15 meV; flat k=3.712e+00 1/s, Ea=0.49 meV
T=60 K: cosine k=4.427e+01 1/s, Ea=19.84 meV; flat k=5.083e+00 1/s, Ea=18.53 meV
T=75 K: cosine k=2.365e+02 1/s, Ea=74.87 meV; flat k=5.035e+01 1/s, Ea=113.91 meV
T=90 K: cosine k=3.124e+03 1/s, Ea=123.43 meV; flat k=1.801e+03 1/s, Ea=155.23 meV
T=120 K: cosine k=3.135e+05 1/s, Ea=157.73 meV; flat k=3.551e+05 1/s, Ea=169.94 meV
Parabolic thermal factor at T = 1.5 T_c: 2.4184
H/D plateau ratio, flat-top = 2.086e+06
```
